# Zitterbewegung Frequency and Amplitude: Free Electron and Trapped-Ion Simulator

**Question.** The Dirac equation gives a free electron whose state mixes positive and negative energies a trembling motion, the Zitterbewegung, on top of its uniform drift. How fast and how wide is it? A trapped ion driven by two laser tones can obey the same equation. What do the frequency and the amplitude become there, and what sets them?

**Answer.** For an electron near rest, the angular frequency is \(2mc^2/\hbar\approx1.6\times10^{21}\) rad/s and the amplitude is at most \(\hbar/(2mc)\approx0.19\) pm. In the ion, near zero simulated momentum, the frequency equals a laser detuning; for the settings below it is 10 kHz and the amplitude is about 2 nm. Both cases follow from one short calculation.

### The trembling of a free Dirac particle

Take motion along one axis, with the one-particle Hamiltonian

\[
H=c\,\alpha p+\beta mc^2,\qquad \alpha^2=\beta^2=1,\qquad \alpha\beta+\beta\alpha=0 .
\]

Squaring \(H\) removes the cross terms, because \(\alpha\) and \(\beta\) anticommute:

\[
H^2=(cp)^2+(mc^2)^2\equiv E^2 .
\]

The energies at momentum \(p\) are therefore \(+E\) and \(-E\). With \([p,x]=-i\hbar\), the velocity is

\[
\frac{dx}{dt}=\frac{i}{\hbar}[H,x]=\frac{i}{\hbar}\,c\,\alpha\,(-i\hbar)=c\,\alpha .
\]

The momentum is conserved, but \(\alpha\) is not, since it does not commute with \(\beta\). To find its motion, split it into two parts:

\[
\alpha=\frac{cp}{E^2}H+\alpha_\perp .
\]

The first part commutes with \(H\) and stays constant; it gives the drift. For the second part, use \(\alpha H+H\alpha=2cp\), which holds because the mass term drops out of the anticommutator. Then

\[
\alpha_\perp H+H\alpha_\perp=2cp-\frac{cp}{E^2}\,2H^2=2cp-2cp=0 .
\]

Since \(H\alpha_\perp=-\alpha_\perp H\), moving \(\alpha_\perp\) through a function of \(H\) reverses the sign of \(H\). Hence

\[
\alpha_\perp(t)=e^{iHt/\hbar}\alpha_\perp e^{-iHt/\hbar}=\alpha_\perp e^{-2iHt/\hbar}.
\]

As \(H\) has the values \(\pm E\), the angular frequency is

\[
\omega(p)=\frac{2E}{\hbar}.
\]

The size of the oscillating part follows from its square:

\[
\alpha_\perp^2=\alpha^2-\frac{cp}{E^2}(\alpha H+H\alpha)+\frac{(cp)^2H^2}{E^4}
=1-\frac{2(cp)^2}{E^2}+\frac{(cp)^2}{E^2}=\left(\frac{mc^2}{E}\right)^2 .
\]

The mean velocity also depends on the state. Because \(\alpha_\perp\) anticommutes with \(H\), it turns a state of energy \(+E\) into one of energy \(-E\), and has no mean value in either alone. For

\[
\psi=\sqrt{w_+}\,u_++\sqrt{w_-}\,u_-,\qquad w_++w_-=1,
\]

only the cross terms remain:

\[
\langle\alpha_\perp\rangle(t)=2\sqrt{w_+w_-}\;\mathrm{Re}\!\left[\langle u_+|\alpha_\perp|u_-\rangle e^{2iEt/\hbar}\right].
\]

The matrix element is at most \(mc^2/E\) in magnitude. It reaches this value when the spins match, meaning that \(u_+\) is proportional to \(\alpha_\perp u_-\). Integrating an oscillating velocity divides its amplitude by the angular frequency, so for matched spins the position amplitude is

\[
A(p)=2\sqrt{w_+w_-}\;\frac{c\,(mc^2/E)}{2E/\hbar}
=2\sqrt{w_+w_-}\;\frac{\hbar mc^3}{2E^2}.
\]

The factor \(2\sqrt{w_+w_-}\) is largest, equal to 1, for equal weights, and \(1/E^2\) is largest at \(p=0\). The upper limit and its frequency are therefore

\[
A=\frac{\hbar}{2mc},\qquad \omega=\frac{2mc^2}{\hbar},\qquad A\,\omega=c .
\]

A heavier particle trembles faster and over a shorter distance, while the product stays at \(c\).

### Numbers for the electron

The energy gap is \(2mc^2=1.6374\times10^{-13}\) J, so

\[
\omega=\frac{1.6374\times10^{-13}\ \mathrm{J}}{1.05457\times10^{-34}\ \mathrm{J\,s}}
=1.553\times10^{21}\ \mathrm{rad/s},
\]

\[
A=\frac{c}{\omega}=\frac{2.998\times10^{8}\ \mathrm{m/s}}{1.553\times10^{21}\ \mathrm{s^{-1}}}
=1.93\times10^{-13}\ \mathrm{m}=0.193\ \mathrm{pm}.
\]

The rounded value \(1.6\times10^{21}\) per second is an angular frequency. The number of cycles per second is smaller by \(2\pi\), namely \(2.47\times10^{20}\) Hz.

The amplitude falls away from the best case. At \(p=0.75\,mc\), directed along the axis of the trembling, the energy is \(E=1.25\,mc^2\), so the frequency rises by a factor 1.25 and the largest amplitude falls by \(1.25^2\), to 0.124 pm. At \(p=0\) with a negative-energy weight of 0.1, the factor is \(2\sqrt{0.9\times0.1}=0.6\) and the amplitude is 0.116 pm. With no negative-energy part there is no trembling at all.

These figures belong to the one-particle Dirac equation with \(x\) taken as the position. They do not say that an electron of purely positive energy shakes.

### The same equation in a trapped ion

Consider two internal levels of an ion of mass \(M\) in a harmonic trap of angular frequency \(\nu\). Let \(\Delta=\sqrt{\hbar/(2M\nu)}\) be the rms width of the motional ground state, and write

\[
x=\Delta(a+a^\dagger),\qquad p=\frac{i\hbar}{2\Delta}(a^\dagger-a),\qquad [x,p]=i\hbar .
\]

In the frame that follows the trap oscillation, \(a\) becomes \(a\,e^{-i\nu t}\). The \(x\) and \(p\) above are the position and momentum in this frame. They agree with the ion's actual position and momentum once per trap period.

A laser tone detuned by \(\delta\) from the internal resonance, with phase \(\phi\) and wave number \(k\) along the axis, couples the levels through

\[
\frac{\hbar\Omega}{2}\,\sigma_+\,
e^{i\eta(ae^{-i\nu t}+a^\dagger e^{i\nu t})}\,e^{-i\delta t+i\phi}+\text{h.c.},
\qquad \eta=k\Delta ,
\]

where \(\Omega\) is the Rabi frequency of the tone. For small \(\eta\), and as long as the ion's packet stays within a distance much smaller than \(1/k\) of the trap centre, expand the first exponential to first order:

\[
1+i\eta\,(ae^{-i\nu t}+a^\dagger e^{i\nu t}).
\]

Apply one tone with \(\delta=+\nu,\ \phi=0\) and another with \(\delta=-\nu,\ \phi=\pi\). The time factors cancel for \(a^\dagger\) in the first tone and for \(a\) in the second, which also carries the sign \(e^{i\pi}=-1\). The other terms oscillate at \(\nu\) or \(2\nu\) and are dropped, which requires \(\Omega\ll\nu\). What remains is

\[
\frac{\hbar\Omega}{2}\,i\eta(a^\dagger-a)\,(\sigma_++\sigma_-)
=\frac{\hbar\eta\Omega}{2}\,\frac{2\Delta p}{\hbar}\,\sigma_x
=\eta\Omega\Delta\,p\,\sigma_x .
\]

This is the massless part of the Dirac Hamiltonian. To supply the mass, lower both tones by the same angular frequency \(D\ll\nu\). Then \(\sigma_+\) acquires the factor \(e^{iDt}\). That is the time dependence a term \((\hbar D/2)\sigma_z\) produces in its own interaction picture, because

\[
e^{iDt\sigma_z/2}\,\sigma_+\,e^{-iDt\sigma_z/2}=\sigma_+e^{iDt}.
\]

Undoing this spin rotation leaves \(x\) unchanged and gives

\[
H_s=\eta\Omega\Delta\,p\,\sigma_x+\frac{\hbar D}{2}\,\sigma_z .
\]

Since \(\sigma_x\) and \(\sigma_z\) anticommute and square to 1, the earlier results carry over with

\[
c_s=\eta\Omega\Delta,\qquad m_sc_s^2=\frac{\hbar D}{2},
\]

\[
\omega_s=\frac{2m_sc_s^2}{\hbar}=D,\qquad
A_s=\frac{c_s}{\omega_s}=\frac{\eta\Omega\Delta}{D}=\frac{\hbar k\Omega}{2M\nu D}.
\]

The last form uses \(\eta\Delta=k\Delta^2=\hbar k/(2M\nu)\). The experimenter sets the frequency through \(D\) and the amplitude through \(\Omega/D\). The simulated mass \(m_s\) is a laser setting, distinct from the ion's mass \(M\).

### Numbers for the ion

Take round model parameters: \(M=40\) u, a trap frequency of 1 MHz, a wavelength of 700 nm, a Rabi frequency of 20 kHz and a detuning of 10 kHz. These frequencies are cyclic and must be multiplied by \(2\pi\) in the formulas. Then

\[
\Delta=\sqrt{\frac{1.05457\times10^{-34}}{2\,(6.642\times10^{-26})(2\pi\times10^{6})}}\ \mathrm{m}
=11.24\ \mathrm{nm},
\]

\[
\eta=\frac{2\pi\times11.24}{700}=0.101,\qquad
A_s=\eta\,\frac{\Omega}{D}\,\Delta=0.1009\times2\times11.24\ \mathrm{nm}=2.27\ \mathrm{nm}.
\]

The trembling period is 100 microseconds, and the simulated speed of light is \(c_s=1.43\times10^{-4}\) m/s.

### Why clean trembling is smaller than the packet

The formula for \(A_s\) assumes \(p\approx0\), but a localized packet has a momentum spread \(\sigma_p\ge\hbar/(2\Delta)\), where \(\Delta\) is its rms width. The spread can be neglected when \(r=c\sigma_p/(mc^2)\) is small and the time is short enough that \(\omega t\,r^2\ll1\), with \(\omega=2mc^2/\hbar\). Over longer times the different momenta fall out of step and the trembling of the mean position dies away. For either particle,

\[
r=\frac{\sigma_p}{mc}\ge\frac{\hbar}{2mc\,\Delta}=\frac{A}{\Delta}.
\]

Trembling at nearly a single frequency and with nearly the full amplitude therefore needs \(A\ll\Delta\). The motional ground state has the smallest allowed spread, so here \(r=A_s/\Delta=0.202\).

The effect of this spread can be calculated. Start the spin along \(+y\). Then \(\langle\sigma_x\rangle=\langle\sigma_z\rangle=0\), so \(\langle H_s\rangle=0\) at every \(p\): the two energy signs have equal weight and the drift vanishes. From the definition of \(\alpha_\perp\), now with \(\alpha=\sigma_x\) and \(\beta=\sigma_z\),

\[
\alpha_\perp H=\sigma_xH-cp=mc^2\sigma_x\sigma_z=-i\,mc^2\sigma_y .
\]

With the frequency \(\omega(p)=2E/\hbar\) that belongs to each momentum, write \(e^{-2iHt/\hbar}=\cos[\omega(p)t]-i(H/E)\sin[\omega(p)t]\). The cosine term has zero mean in this state, and the sine term gives a mean velocity \(-c\,(mc^2/E)\sin[\omega(p)t]\). Integrate from \(t=0\) and average over momentum, with \(q=cp/(mc^2)\) and \(E=mc^2\sqrt{1+q^2}\):

\[
\langle x\rangle(t)=-A_s\left\langle\frac{1-\cos\!\left(Dt\sqrt{1+q^2}\right)}{1+q^2}\right\rangle_q .
\]

Here \(q\) has a Gaussian distribution of rms value \(r\). For very small \(r\), \(\langle x\rangle\) moves between 0 and \(-2A_s\), a full swing of 4.54 nm. This is the position in the frame that follows the trap. In the laboratory the ion oscillates about the trap centre at the trap frequency, and the size of \(\langle x\rangle\) is the slowly changing amplitude of that oscillation. To leading order the denominator lowers the swing by the fraction \(\langle q^2\rangle=r^2\approx4\%\). The change of phase matters less, because the cosine is stationary at the turning point. The full average gives 4.36 nm, in agreement with this estimate.

The numerical check also evolves the two-level ion under both laser tones, keeping the whole exponential in \(\eta\) and the non-resonant terms. Its swing, in the same frame, is 4.345 nm. Over one trembling period, sampled once per trap period, its position differs from the packet formula by at most 0.45% of the swing. Heating and loss of coherence are left out of this model.

### From picometres to nanometres

From electron to ion, lengths grow by \(A_s/A=1.17\times10^{4}\) and frequencies shrink by \(\omega_s/\omega=4.05\times10^{-17}\). Their product, \(4.75\times10^{-13}\), is the ratio \(c_s/c\), as \(A\omega=c\) requires. For the same packet shape and the same initial spin state, equal \(r\) means equal Dirac dynamics in scaled units. This ion run therefore imitates a Gaussian electron packet of minimum uncertainty and width \(0.193\ \mathrm{pm}/0.202=0.96\) pm along the axis, with no momentum spread across it. An electron packet confined to this width in all three directions swings less, about 0.89 of \(2A\) in place of 0.96.

Lowering the detuning raises \(c_s/D\), but it raises \(r\) in the same proportion. Making \(c_s/D\) equal to 1 µm at the same \(c_s\) would need a detuning of about 23 Hz in place of 10 kHz. The ground-state packet would then have \(r=89\), and \(c_s/D\) would no longer describe its motion. The packet would also spread over about a micron within one period, far beyond \(1/k=111\) nm, so the expansion in \(\eta\) would fail and the ion would stop obeying \(H_s\). Clean trembling of micron size requires a packet much wider than a micron, which at this wavelength lies outside that expansion as well; with the 11 nm ground state, clean trembling stays well below 11 nm.

## Computed values

```
ELECTRON
hbar = 1.05457e-34 J s
electron mass = 9.10938e-31 kg
speed of light = 2.99792e+08 m/s
energy gap 2mc^2 = 1.6374e-13 J
trembling angular frequency = 1.5527e+21 rad/s
trembling cyclic frequency = 2.4712e+20 Hz
trembling period = 4.0466e-21 s
largest amplitude = 0.1931 pm
at p = 0.75 mc: angular frequency = 1.9409e+21 rad/s
at p = 0.75 mc: largest amplitude = 0.1236 pm
at p = 0, negative weight 0.1: amplitude = 0.1158 pm
TRAPPED-ION SIMULATOR (model parameters)
ion mass = 40 u = 6.6422e-26 kg
trap frequency (cyclic) = 1.0 MHz
laser wavelength = 700 nm
Rabi frequency (cyclic) = 20.0 kHz
common detuning (cyclic) = 10.0 kHz
ground-state width = 11.240 nm
Lamb-Dicke parameter eta = 0.1009
simulated speed of light = 1.4251e-04 m/s
simulated mass = 1.6313e-22 kg
trembling angular frequency = 6.2832e+04 rad/s
trembling cyclic frequency = 10.000 kHz
trembling period = 100.0 microseconds
largest amplitude = 2.268 nm
rms cp/(mc^2) in the packet = 0.2018
amplitude / packet width = 0.2018
full swing, ideal 2A = 4.536 nm
full swing, Dirac packet = 4.364 nm
full swing, full laser drive = 4.345 nm
largest deviation of the two curves = 0.45 percent of swing
MAP
length ratio ion/electron = 1.1747e+04
frequency ratio ion/electron = 4.0466e-17
speed ratio ion/electron = 4.7537e-13
width of the imitated electron packet = 0.957 pm
cyclic detuning for 1 micron amplitude = 22.7 Hz
rms cp/(mc^2) at that detuning = 89.0
```
